# Solving the Jellium Surface and Diagnosing It with the Budd-Vannimenus Identity

## A barrier that looks right and is wrong

The work function of a metal depends on a thin double layer of charge: electrons spill out of the surface and leave a deficit behind. Misplace a little of that charge and the barrier height changes, although the potential still looks smooth. In the calculation below, the second pass of the self-consistency loop gives a work function 0.61 eV too low, and the fifth is still 22 meV too low. These errors are known only because the loop was later carried to convergence. During the calculation it helps to have, besides the residual of the loop, a quantity whose correct value is known beforehand.

The Budd-Vannimenus identity supplies one for a metal whose ions are smeared into a uniform background: it fixes the electrostatic potential at the edge of that background from bulk properties alone. It also has blind spots, which must be known before it is trusted.

Derivations use Hartree atomic units ($\hbar=m=e=1$, lengths in bohr). Potentials are potential energies of an electron, so a repulsive potential is positive.

## One electron wave and one step

Take an electron moving along $z$ with wave number $k$ in the potential $v=0$ for $z<0$ and $v=V_0>k^2/2$ for $z>0$. Its equation is $\psi''=(2v-k^2)\psi$. With unit amplitude inside,

$$\psi=\sin(kz-\gamma)\ (z<0),\qquad \psi=-\sin\gamma\,e^{-qz}\ (z>0),\qquad q^2=2V_0-k^2 .$$

The value already matches at $z=0$. Matching the slope gives $k\cos\gamma=q\sin\gamma$, so $\tan\gamma=k/q$ and

$$\psi(0)^2=\sin^2\gamma=\frac{k^2}{k^2+q^2}=\frac{k^2}{2V_0}.$$

The slope of the potential is $v'=V_0\,\delta(z)$. Hence

$$\int\psi^2v'\,dz=V_0\,\psi(0)^2=\frac{k^2}{2}.$$

The step height has cancelled. A higher step pushes harder, but the electron penetrates less. The result is the momentum delivered to the wall per unit time by a reflected wave.

Now fill a metal with such waves. For a metal of length $\ell$, normalization multiplies $\psi^2$ by $2/\ell$, and the allowed $k$ are $\pi/\ell$ apart. The motion parallel to the surface offers $(k_F^2-k^2)/(4\pi)$ states per area, and spin doubles this. The product of these factors is

$$n(z)=\frac1{\pi^2}\int_0^{k_F}(k_F^2-k^2)\,\psi_k(z)^2\,dk. \tag{1}$$

Deep inside, $\psi_k^2$ averages to $1/2$, which gives $\bar n=k_F^3/(3\pi^2)$, as it should. Summing the force over the same states gives

$$\int n\,v'\,dz=\frac1{2\pi^2}\int_0^{k_F}(k_F^2-k^2)k^2\,dk=\frac{k_F^5}{15\pi^2}=\bar n\,\frac{k_F^2}{5}. \tag{2}$$

For the step, the left side is $V_0n(0)$, so $n(0)/\bar n=k_F^2/(5V_0)$. The example below has $k_F^2/5=1.900$ eV and a total barrier, Fermi energy plus work function, of $4.749+3.240=7.989$ eV. A sharp step of this height would give $n(0)/\bar n=1.900/7.989=0.238$. The self-consistent surface has 0.420 at the background edge. Its barrier is spread out, and (2) then fixes only the average of $n$ weighted with $v'$, not $n(0)$ itself. Both densities satisfy (2), so the kinetic force by itself cannot tell them apart. Electrostatics has to be added.

## The identity for any self-consistent barrier

**Kinetic force.** Let $v(z)$ be any barrier that vanishes deep in the metal and exceeds the Fermi energy $E_F=k_F^2/2$ in vacuum. Multiply $\psi''=(2v-k^2)\psi$ by $\psi'$:

$$\frac{d}{dz}\left(\frac{\psi'^2+k^2\psi^2}{2}\right)=v\,\frac{d\psi^2}{dz}.$$

Integrate from the bulk to vacuum. In the bulk the bracket equals $k^2/2$, since $\cos^2+\sin^2=1$; in vacuum it vanishes. The left side gives $-k^2/2$. Integration by parts turns the right side into $-\int v'\psi^2dz$, because $v\psi^2$ vanishes at both ends. The single-step result therefore holds for every $k$ and every such barrier, and so does (2).

**The model.** Jellium replaces the ions by a uniform positive background, $n_+=\bar n$ for $z<0$ and zero outside. In the local density approximation (LDA) at zero temperature,

$$v=u+\mu_{xc}(n)-\mu_{xc}(\bar n),\qquad u''=-4\pi(n-n_+),\qquad u(-\infty)=0. \tag{3}$$

Here $\mu_{xc}=d(n\varepsilon_{xc})/dn=\varepsilon_{xc}+n\varepsilon_{xc}'$, where $\varepsilon_{xc}$ is the exchange-correlation energy per electron.

**Exchange-correlation force.** Integrate by parts and use $\mu_{xc}n'=d(n\varepsilon_{xc})/dz$:

$$\int n\frac{d\mu_{xc}}{dz}dz=\Big[n\mu_{xc}-n\varepsilon_{xc}\Big]_{\rm bulk}^{\rm vacuum}=-\bar n^2\varepsilon_{xc}'(\bar n). \tag{4}$$

**Electrostatic force.** With $\rho=n-n_+$,

$$\int\rho\,u'\,dz=-\frac1{4\pi}\int u''u'\,dz=-\frac1{8\pi}\Big[u'^2\Big]=0,$$

because the field vanishes at both ends: a neutral charge exerts no net force on itself. Therefore

$$\int n\,u'\,dz=\int n_+u'\,dz=\bar n\,u(0). \tag{5}$$

By (3), the left side of (2) is the sum of (4) and (5). Dividing by $\bar n$ gives

$$u(0)=\frac{k_F^2}{5}+\bar n\,\varepsilon_{xc}'(\bar n)=\bar n\,\varepsilon'(\bar n). \tag{6}$$

The last form uses the total bulk energy per electron $\varepsilon=\tfrac3{10}k_F^2+\varepsilon_{xc}$. Its kinetic part varies as $n^{2/3}$, so $n\,d/dn$ multiplies it by $2/3$. Since $\bar n^2\varepsilon'$ is the pressure of the electron gas, (6) says that the background must pull back with the force per area with which the electrons push out.

**Two regimes of density.** At high density the kinetic term dominates and $u(0)\approx k_F^2/5$ is positive. Exchange alone has $\varepsilon_x=-3k_F/(4\pi)\propto n^{1/3}$ and contributes $-k_F/(4\pi)$. Without correlation, $u(0)$ would change sign at $k_F=5/(4\pi)=0.398$, or $r_s=1.919/k_F=4.82$, where $r_s$ is the radius of a sphere holding one electron. Correlation also lowers the energy as the density rises, so it moves the crossing to smaller $r_s$. Beyond the crossing the uniform gas has negative pressure and $u(0)<0$.

The work function is the vacuum level minus the Fermi level. In LDA $\mu_{xc}$ vanishes with the density, so

$$\Phi=u(\infty)-\mu_{xc}(\bar n)-E_F. \tag{7}$$

The identity fixes $u(0)$, whereas $\Phi$ needs $u(\infty)$.

## The self-consistent algorithm

Direct iteration of (3) is unstable for long waves. A slow potential change $\delta v$ in the metal changes the density by $\delta n=-(k_F/\pi^2)\delta v$. At wave number $Q$, Poisson's equation returns $4\pi\delta n/Q^2=-(\kappa^2/Q^2)\delta v$ with $\kappa^2=4k_F/\pi$, which diverges as $Q\to0$. The remedy is to solve

$$u''-Ku=-4\pi(n-n_+)-Ku_{in},\qquad u_{in}=v_{in}-\mu_{xc}(n)+\mu_{xc}(\bar n), \tag{8}$$

where $K=\kappa^2$ inside the metal and zero outside. Leaving out exchange and correlation, the same slow change now returns $(4\pi\delta n+\kappa^2\delta v)/(Q^2+\kappa^2)=0$ to leading order in $Q$, so the output of (8) is almost free of it; the mixing in step 5 below, with $\beta=\tfrac12$, takes up half of this correction in a first pass. At convergence $u=u_{in}$, the $K$ terms cancel, and (3) is recovered.

One pass consists of these operations.

1. **Waves.** Let $g=k^2-2v$, so $\psi''=-g\psi$, and let $h$ be the grid step. The second difference of $\psi$ is $h^2\psi''+h^4\psi''''/12$ to this order. Replacing $h^2\psi''''$ by the second difference of $\psi''$ gives Numerov's rule. With $c=1+h^2g/12$ and $y=c\psi$ it reads
$$y_{i-1}=(12/c_i-10)\,y_i-y_{i+1}.$$
Start from a decaying wave in vacuum and go inward, the direction in which the wanted solution grows under the barrier.

2. **Normalization.** At the inner end $v=0$, and the discrete wave is $A\sin(i\theta+\delta)$ with $\cos\theta=6/c-5$. Two neighbouring values give
$$A^2=\frac{\psi_0^2+\psi_1^2-2\psi_0\psi_1\cos\theta}{\sin^2\theta}.$$

3. **Density.** Divide $\psi^2$ by $A^2$ and evaluate (1) with 60 Gauss-Legendre points. In the innermost 40% of the metal region, multiply $n-\bar n$ by a window $w$ that rises as a squared sine from 0 to 1, so that the density ripples are not cut abruptly. $K$ carries the same window.

4. **Potential.** Solve (8) as a tridiagonal system with $u=0$ at the inner end and zero field in vacuum. The electron density enters with Numerov weights $(1,10,1)/12$. The background has weight $1/2$ at the grid point $z=0$, which is the integral of its jump over that point's triangular weight.

5. **Mixing.** Form $r=u-u_{in}$, which is also the new $v$ minus the old one. Anderson mixing uses up to eight earlier differences $\Delta v_j,\Delta r_j$. It chooses $\gamma_j$ to minimize $|r-\sum_j\gamma_j\Delta r_j|$ and sets
$$v\leftarrow v+\beta r-\sum_j\gamma_j(\Delta v_j+\beta\Delta r_j),\qquad \beta=\tfrac12 .$$
Stop when $|r|<10^{-8}$ hartree everywhere.

The starting barrier is $1.7E_F/[1+e^{-(z-0.5)/0.8}]$. Correlation is the Perdew-Wang form

$$\varepsilon_c=-2A(1+\alpha r_s)\ln\left[1+\frac{1}{2A(\beta_1r_s^{1/2}+\beta_2r_s+\beta_3r_s^{3/2}+\beta_4r_s^2)}\right],$$

with $A=0.031091$, $\alpha=0.21370$ and $\beta_{1\ldots4}=7.5957,\,3.5876,\,1.6382,\,0.49294$.

## What the defect measures

Define $D=u(0)-\bar n\varepsilon'(\bar n)$ at any pass. Equation (2) holds for the input potential and the density it produces, self-consistent or not. Subtract it from the force of the new potential, using (4):

$$\int n\,r'\,dz=\int n\,u'\,dz-\bar n^2\varepsilon'(\bar n).$$

Equation (8) says $u''=-4\pi\rho+Kr$. Multiplying by $u'$ and integrating, with no field at the ends, gives $\int\rho u'dz=\frac1{4\pi}\int Kru'dz$, so $\int nu'dz=\bar nu(0)+\frac1{4\pi}\int Kru'dz$. Since $nr$ vanishes at both ends, $\int nr'dz=-\int rn'dz$. Hence

$$\bar nD=-\int r\left(n'+\frac{Ku'}{4\pi}\right)dz. \tag{9}$$

The window adds a term $\int(w-1)(n-\bar n)v_{in}'dz$, with $n$ here the density before windowing. It is a product of two small ripples.

So $D$ is first order in the residual and weighted towards the surface, where $n'$ and $u'$ are large. It is one number, however, and a residual can be non-zero while its weighted integral vanishes.

Equation (9) was tested by adding to the converged potential a bump $0.544\,e^{-(z-1.5)^2}$ eV ($z$ in bohr) just outside the surface. One pass gave $D=-228.14$ meV directly and $-228.17$ meV from (9).

## A surface with the electron density of lithium

Take 47 electrons per nm³, a rough value for lithium with one conduction electron per atom. Then $r_s=3.248$ bohr and $E_F=4.749$ eV. The grid step is 0.1 bohr (0.0053 nm), the metal region 40 bohr (2.12 nm) and the vacuum 16 bohr.

The bulk side of (6) is $1.8996-1.4422=0.4574$ eV. The converged surface has $u(0)=0.4574$ eV, with $D=0.0025$ meV. The work function follows from (7):

$$\Phi=1.743+6.246-4.749=3.240\ \text{eV}\quad(0.1191\ \text{hartree}).$$

The electrostatic double layer supplies 1.74 eV; exchange and correlation supply most of the binding.

The density was also tested by another route. The converged potential was extended by 300 bohr of flat metal ending in a hard wall, and the finite-difference Hamiltonian was diagonalized. Within 10 bohr of the edge and outside it, the two densities differ by at most $1.9\times10^{-4}\,\bar n$.

**Reading the iteration.** At passes 2, 5 and 8, $D$ is $-362$, $-14$ and $0.020$ meV, while the error of $\Phi$ relative to the converged run is $-614$, $-22$ and $0.041$ meV. The two are of similar size here, but not equal. At pass 3 the largest residual is still 735 meV, although $D$ is only $-26$ meV and the error of $\Phi$ only $-18$ meV. A small $D$ therefore does not show that the loop has converged, and the residual must be watched as well. At pass 12, $D=0.0014$ meV is already smaller than the value 0.0025 meV to which it converges, so its sign no longer says anything about the error of $\Phi$.

**Reading the floor.** The final residual is below 0.0003 meV, so the remaining $D=0.0025$ meV is not an iteration error. With the metal region deepened to 60 bohr at the same step, $D$ falls to 0.0004 meV. The finite depth therefore causes most of it.

**Grid and depth.** With 40 bohr depth, steps of 0.4 and 0.8 bohr give $D=-0.058$ and $-1.02$ meV. The ratio of about 18 is close to the $2^4=16$ expected of a fourth-order scheme. The corresponding changes of $\Phi$ are $-0.007$ and $-0.13$ meV, so here $D$ overstates the damage. With the 0.1 bohr step and a depth of 16 bohr, $D=0.054$ meV and $\Phi$ changes by 0.099 meV; here it understates it.

## Where the diagnostic is blind, and where it exaggerates

**Too few wave numbers.** The integrand in (2) is a polynomial of degree four in $k$, and three-point Gauss-Legendre quadrature is exact up to degree five. Since the force law holds for each $k$ separately, three points give the correct total force. In the converged potential the relative error of the force was $5\times10^{-8}$, while the density was wrong by up to $0.62\,\bar n$ in the same region near the edge. The kinetic force law behind (6) thus gives no warning of this fault. $D$ also contains the residual and the window term, so it can respond to the wrong density, but a correct total force is no proof that the $k$ points suffice. The number of $k$ points needs its own convergence study.

**Cancelling errors.** Add to the outer bump a second one, $-0.450\,e^{-(z+1.5)^2}$ eV, just inside the surface, its height chosen to make $D$ vanish after one pass. The work function is then wrong by $-99$ meV. The largest residual, 533 meV, reveals what $D$ hides.

**A different functional.** Wigner correlation, $\varepsilon_c=-0.44/(r_s+7.8)$, used on both sides of (6), gives $D=0.002$ meV but raises $\Phi$ by 147 meV. The identity checks the solution of the chosen equations, not the choice.

**A misplaced edge.** Give the background full instead of half weight at $z=0$. Its edge then lies effectively at $h/2$, while $u$ is still read at zero. To first order $D=-u'(0)h/2=-57.7$ meV; the run gives $-59.4$ meV. The small remainder is of second order in $h$; most of it comes from the curvature of $u$ between $0$ and $h/2$, which the first-order formula leaves out. The work function moves by only 0.8 meV, because shifting the whole surface does not change its barrier. Even this small shift is a grid effect of order $h^2$: full weight at one point gives the background the total charge of an edge at $h/2$, but not its distribution, which would need weights $7/8$ at $z=0$ and $1/8$ at $z=h$. A large $D$ can thus signal a harmless offset in the reading.

A sound convergence report therefore contains the largest residual, $D$, and the changes of $\Phi$ with step, metal depth, vacuum length and number of $k$ points.

## Ions, temperature and real lithium

The pressure in (6) shows what jellium leaves out: a metal in equilibrium has zero pressure because its ions hold the electrons. The simplest correction raises the potential by a step $S$ on going from metal to vacuum at $z=0$. Its force is $\int nS\,\delta(z)\,dz=Sn(0)$, so (6) becomes

$$u(0)+S\,\frac{n(0)}{\bar n}=\bar n\varepsilon'(\bar n). \tag{10}$$

To estimate $S$, put one ion in a sphere of radius $r_s$ filled with uniform electrons. Attraction gives $-3/(2r_s)$ and electron repulsion $3/(5r_s)$, together $-9/(10r_s)$. Removing the ion's attraction inside a small core adds an energy $W\propto n$. Zero pressure requires $\bar n\varepsilon'-3/(10r_s)+W=0$, which fixes $W$.

Next, gather the background into planes a distance $d$ apart, with the edge $d/2$ beyond the last plane. At distance $x$ from a plane the potential, relative to the midpoint between planes, changes by $-2\pi\bar n(d/2-x)^2$, with average $-\pi\bar nd^2/6$. Averaged along the surface, the point ions of a lattice plane act as such a charged plane. The core correction has the mean potential $W$, because $W$ is its energy for one electron spread uniformly over the cell. The mean ion correction inside is therefore $W-\pi\bar nd^2/6$, and $S$ is its negative:

$$S=\bar n\varepsilon'-\frac{3}{10r_s}+\frac{\pi\bar nd^2}{6}.$$

For a bcc lattice of this density, $d=0.247$ nm for the (110) face and $0.175$ nm for (100). This gives

$$S_{110}=0.457-2.513+2.160=0.104\ \text{eV},\qquad S_{100}=0.457-2.513+1.080=-0.976\ \text{eV}.$$

Separate self-consistent runs satisfy (10) within 0.05 meV and give $\Phi=3.27$ eV for (110) and 3.03 eV for (100). For (100), $\Phi$ falls by just 0.21 eV although the step falls by 0.98 eV: the electrons rearrange and raise $u(\infty)$ by the remaining 0.76 eV.

The measured work function of lithium is roughly 2.9 eV, so the jellium value of 3.24 eV lies a few tenths of an eV above it. The density and lattice used are ordinary for this metal. Real lithium does not have the smooth background of jellium; in this estimate, restoring the mean potential of the ion planes as a step moves $\Phi$ by $+0.03$ eV for the (110) face and by $-0.21$ eV for (100); other faces were not computed. The step drops the variation of the plane-averaged ion potential along $z$, which is of order 1 eV about its mean; keeping it raises both values by a further 0.02 to 0.03 eV. The choice between two correlation functionals moves it by 0.15 eV. At 300 K the Fermi level, at fixed density and potential, drops by $\pi^2(k_BT)^2/(12E_F)=0.12$ meV, which is negligible. Lateral variation of the ion potential, the band structure of bulk lithium, relaxation of the surface atoms, adsorbates, and the image-like tail that LDA lacks in vacuum are not sized here. The micro-eV digits of $D$ therefore describe numerical convergence; as a prediction for lithium, $\Phi$ deserves at most one decimal. Selected passes of the iteration are listed in the numerical output.

## Computed values

```
electron density (rough Li)      47.0 nm^-3
density parameter rs             3.2484 bohr
Fermi wave number                11.165 nm^-1
Fermi energy                     4.7490 eV
bulk mu_xc                       -6.2461 eV
kinetic part of nbar*eps'        1.8996 eV
xc part of nbar*eps'             -1.4422 eV
nbar*eps' (bulk side)            0.45739 eV
u(0) (surface side)              0.45739 eV
electrostatic barrier u(inf)     1.7432 eV
work function                    3.2403 eV
work function                    0.11908 hartree
edge density n(0)/nbar           0.4199
grid step, metal depth           0.00529 nm, 2.117 nm
iterations used                  13
iteration | max residual | D | error of work function (meV)
    1    3262.7823   -1179.5225   -1965.0879
    2     883.4516    -362.1128    -614.1798
    3     734.5014     -25.7147     -18.3333
    5      34.4520     -14.0616     -22.2537
    8       0.6311       0.0202       0.0414
   12       0.0041       0.0014      -0.0019
run | D (meV) | work function minus main run (meV)
  main                     0.0025     0.0000
  step 0.4 bohr           -0.0580    -0.0074
  step 0.8 bohr           -1.0212    -0.1320
  depth 16 bohr            0.0544     0.0994
  depth 60 bohr            0.0004    -0.0044
  edge off by h/2        -59.3751     0.8077
  Wigner correlation       0.0023   147.3871
edge fault, D from -u'(0)h/2     -57.6874 meV
one bump: D direct               -228.135 meV
one bump: D from residual        -228.165 meV
bump heights (z=+1.5,-1.5 bohr)  0.5442, -0.4495 eV
two bumps: D                     -0.000000 meV
two bumps: work function error   -98.70 meV
two bumps: max residual          533.19 meV
3 k points: force/exact - 1      4.89e-08
3 k points: max density error    0.617 nbar
slab check: max density error    1.92e-04 nbar
bcc lattice constant from nbar   0.3491 nm
face 110: plane spacing, step S  0.2469 nm, 0.1039 eV
face 110: work function, D       3.2691 eV, -0.0061 meV
face 100: plane spacing, step S  0.1746 nm, -0.9759 eV
face 100: work function, D       3.0287 eV, 0.0489 meV
Fermi level shift at 300 K      -0.1157 meV
```
